\section*{Direct interband tunnelling in a uniform field: rate and field-squared prefactor}

\section{One passage through the gap}

\subsection{The situation and the model}

A thin semiconductor layer under reverse bias carries a leakage current even when no light falls on it and no carriers are injected. One source of this current is the field itself. It tilts the bands, so that a filled valence state at one point has the same energy as an empty conduction state a short distance away. An electron that tunnels between them leaves a hole behind, and the field separates the pair. A device simulator needs the number of such pairs per volume and time as a function of the field. This number contains an exponential, which comes from the barrier, and a prefactor, which comes from counting the electrons that reach the barrier and the transverse wavevectors with which they can cross it. The question is how the prefactor depends on the field.

The algebra uses atomic units, with $\hbar=1$ and the elementary charge and electron mass equal to one. The symbol $F>0$ denotes the force on an electron, directed along $x$; it is numerically equal to the field strength. The direct gap is $E_g$. The conduction and valence masses $m_c$ and $m_v$ are both positive and define the reduced mass
\begin{equation}
\frac1{m_r}=\frac1{m_c}+\frac1{m_v}.
\end{equation}
Energies are measured from midgap.

Near the gap the crystal is described by an isotropic two-band Hamiltonian with two spin states in each band,
\begin{equation}
H(\mathbf k)=\frac{E_g}{2}\,\beta+v\,(\alpha_xk_x+\alpha_yk_y+\alpha_zk_z).
\end{equation}
The four Hermitian $4\times4$ matrices $\beta,\alpha_x,\alpha_y,\alpha_z$ each square to one and anticommute with one another. All cross terms therefore cancel in the square,
\begin{equation}
H^2=\frac{E_g^2}{4}+v^2k^2 ,
\end{equation}
and the band energies are $\pm\sqrt{E_g^2/4+v^2k^2}$. Their separation for small $k$ is
\begin{equation}
E_c-E_v=\sqrt{E_g^2+4v^2k^2}\simeq E_g+\frac{2v^2k^2}{E_g}.
\end{equation}
It must equal $E_g+k^2/(2m_r)$, which is the sum of the two parabolic band energies. Hence
\begin{equation}
v^2=\frac{E_g}{4m_r},\qquad v=\frac12\sqrt{\frac{E_g}{m_r}} .
\label{v}
\end{equation}
The two bands mirror each other, so the model has $m_c=m_v=2m_r$. It leaves out all other bands. The velocity $v$ is the slope that the bands approach far from the gap.

\subsection{The field turns tunnelling into a level crossing}

A uniform force can be represented by a vector potential that grows linearly in time. The Hamiltonian then stays invariant under translations, the canonical momentum $\mathbf p$ is conserved, and the wavevector that enters $H$ is $\mathbf k=\mathbf p+Ft\,\hat{\mathbf x}$. Thus
\begin{equation}
\frac{dk_x}{dt}=F,\qquad \frac{d\mathbf k_\perp}{dt}=0,
\label{accel}
\end{equation}
where $\mathbf k_\perp=(k_y,k_z)$. Each electron moves along a straight line in wavevector space. With time counted from the moment when it passes $k_x=0$, its Hamiltonian is
\begin{equation}
H(t)=vFt\,\alpha_x+M,\qquad
M=\frac{E_g}{2}\beta+v(\alpha_yk_y+\alpha_zk_z).
\end{equation}
The matrix $M$ does not depend on time. It anticommutes with $\alpha_x$, because each of its terms does, and its square is a number:
\begin{equation}
M^2=\Delta^2,\qquad \Delta=\frac{E_\perp}{2},\qquad
E_\perp^2=E_g^2+4v^2k_\perp^2 .
\label{eperp}
\end{equation}
The energy $E_\perp$ is the smallest band separation along the line, and it acts as the gap for that transverse wavevector.

These two properties split the four-component problem into two identical pairs. Let $u$ be a unit vector with $\alpha_xu=u$. Then $w=Mu/\Delta$ is also a unit vector, and
\begin{equation}
\alpha_xw=\frac{\alpha_xMu}{\Delta}=-\frac{M\alpha_xu}{\Delta}=-w .
\end{equation}
Moreover $Mu=\Delta w$ and $Mw=M^2u/\Delta=\Delta u$, so $H(t)$ never leads out of the space spanned by $u$ and $w$. The cyclic property of the trace gives
\begin{equation}
\Delta^2\,{\rm tr}\,\alpha_x={\rm tr}(\alpha_xM^2)=-{\rm tr}(M\alpha_xM)=-\Delta^2\,{\rm tr}\,\alpha_x .
\end{equation}
The trace is zero, so there are two independent vectors $u$ and two such spaces, one for each spin state. In each of them
\begin{equation}
H(t)=\begin{pmatrix}\gamma t&\Delta\\ \Delta&-\gamma t\end{pmatrix},
\qquad \gamma=vF .
\label{lz}
\end{equation}
Two levels cross linearly in time and are coupled by a constant. Transverse motion enters only by enlarging the coupling.

\subsection{Solution of the crossing}

Let $a(t)$ and $b(t)$ be the two amplitudes. They obey
\begin{equation}
i\dot a=\gamma t\,a+\Delta b,\qquad i\dot b=\Delta a-\gamma t\,b .
\label{ab}
\end{equation}
Differentiating the first equation gives $\ddot a=-i\gamma a-i\gamma t\dot a-i\Delta\dot b$. The second equation gives $-i\Delta\dot b=-\Delta^2a+\gamma t\Delta b$, and the first supplies $\Delta b=i\dot a-\gamma ta$. The terms in $\dot a$ cancel, leaving
\begin{equation}
\ddot a+(\Delta^2+\gamma^2t^2+i\gamma)a=0 .
\end{equation}
Write $a=e^{-i\gamma t^2/2}f$. Then
\begin{equation}
\ddot a=e^{-i\gamma t^2/2}\left(\ddot f-2i\gamma t\dot f-i\gamma f-\gamma^2t^2f\right),
\end{equation}
and the equation becomes
\begin{equation}
\ddot f-2i\gamma t\dot f+\Delta^2f=0 .
\end{equation}
Its coefficients are at most linear in $t$, so a Fourier integral $f=\int_Cg(s)e^{ist}ds$ reduces it to first order. Here $\ddot f$ produces $-s^2g$. In the middle term, $t\,(is)e^{ist}=s\,d(e^{ist})/ds$, and integration by parts produces $-(sg)'$. With $h=sg$ this gives
\begin{equation}
2i\gamma h'=\frac{s^2-\Delta^2}{s}h,\qquad
h=s^{i\nu}e^{-is^2/4\gamma},\qquad \nu=\frac{\Delta^2}{2\gamma}.
\end{equation}
The path $C$ comes from infinity in the upper left of the complex plane, passes below $s=0$ and leaves to the lower right. The factor $e^{-is^2/4\gamma}$ vanishes at both ends, so the integration by parts leaves no boundary term. The branch cut of $s^{i\nu}$ runs from zero up the imaginary axis.

The first of equations (\ref{ab}) gives $\Delta b=i\dot a-\gamma ta=ie^{-i\gamma t^2/2}\dot f$. Since $\dot f=i\int_Ch\,e^{ist}ds$, completing the square in the exponent yields
\begin{equation}
b(t)=-\frac{e^{i\gamma t^2/2}}{\Delta}\int_C s^{i\nu}
e^{-i(s-2\gamma t)^2/4\gamma}\,ds .
\label{b}
\end{equation}
For large $|t|$ the integral comes from the neighbourhood of $s=2\gamma t$. The path can be moved to the line through this point that slopes down at $45^\circ$, on which the exponential is a decaying Gaussian. For $t<0$ this line passes below the origin and meets no obstacle. For $t>0$ it passes above the origin, and a loop around the cut remains. On the loop $e^{ist}$ decays away from $s=0$, so the loop contributes to $b$ an amount of order $1/t$, which vanishes. The Gaussian integral is the same at early and late times. The ratio of the two magnitudes of $b$ is therefore that of $|s^{i\nu}|=e^{-\nu\arg s}$. On the path below the origin, $\arg s=-\pi$ for negative $s$ and $0$ for positive $s$, so
\begin{equation}
\frac{|b(+\infty)|}{|b(-\infty)|}=\frac{1}{e^{\pi\nu}}=e^{-\pi\nu}.
\end{equation}
The amplitude $a$ contains an extra factor $1/s$ in its integrand, so at early times it falls as $1/|t|$. All the initial probability is thus in $b$, and the probability of remaining there is $e^{-2\pi\nu}$.

The state $b$ has energy $-\gamma t$. It is the upper level at early times and the lower level at late times, so remaining in $b$ means changing band. The evolution is unitary, and the squared elements of a $2\times2$ unitary matrix sum to one along each row and column. The upward and downward probabilities are therefore equal. An electron that starts in the valence band ends in the conduction band with probability
\begin{equation}
T(k_\perp)=e^{-2\pi\nu}=\exp\!\left(-\frac{\pi\Delta^2}{vF}\right)
=\exp\!\left(-\frac{\pi E_\perp^2}{4vF}\right).
\label{T}
\end{equation}
This holds at any field within the model, for one passage that begins and ends far from the crossing.

\subsection{The same exponent as a barrier integral}

In real space the electron crosses a region in which its energy $E$, measured from the local midgap, lies between the band edges. There $k_x=i\kappa$, and the dispersion relation $E^2=E_\perp^2/4-v^2\kappa^2$ gives
\begin{equation}
\kappa(E)=\frac1v\sqrt{\frac{E_\perp^2}{4}-E^2}.
\end{equation}
Over a distance $dx$ the energy changes by $dE=F\,dx$. The attenuation exponent for the probability is
\begin{equation}
2\int\kappa\,dx=\frac{2}{vF}\int_{-E_\perp/2}^{E_\perp/2}
\sqrt{\frac{E_\perp^2}{4}-E^2}\;dE
=\frac{2}{vF}\,\frac{\pi}{2}\,\frac{E_\perp^2}{4}
=\frac{\pi E_\perp^2}{4vF},
\label{barrier}
\end{equation}
since the integral is the area of a half disc of radius $E_\perp/2$. It agrees with (\ref{T}). The barrier has length $E_\perp/F$, and the part from midgap to one edge supplies half of the exponent. This form is useful when the band structure inside the gap is known from another source, because $\kappa(E)$ can be replaced.

\subsection{The factor \texorpdfstring{$\pi^2/9$}{pi squared over nine}}

A first-order calculation gives the same exponent but a different constant in front. The instantaneous eigenvectors of (\ref{lz}) are
\begin{equation}
\chi_c=\begin{pmatrix}\cos\frac\theta2\\[2pt]\sin\frac\theta2\end{pmatrix},\quad
\chi_v=\begin{pmatrix}-\sin\frac\theta2\\[2pt]\cos\frac\theta2\end{pmatrix},\quad
\cot\theta=\frac{\gamma t}{\Delta}\equiv\sigma .
\end{equation}
Since $\dot\chi_v=-(\dot\theta/2)\chi_c$, the conduction amplitude grows at the rate $\dot\theta/2$ times the valence amplitude and the relative phase factor. To first order the valence amplitude is one. With $\dot\theta=-\dot\sigma/(1+\sigma^2)$ the result is
\begin{equation}
c=-\frac12\int_{-\infty}^{\infty}\frac{d\sigma}{1+\sigma^2}\,
e^{i\lambda g(\sigma)},\quad
g=\int_0^\sigma\!\sqrt{1+\sigma'^2}\,d\sigma',\quad
\lambda=\frac{2\Delta^2}{\gamma}.
\end{equation}
In this notation $T=e^{-\pi\lambda/2}$. Put $\sigma=\sinh u$, so that $d\sigma/(1+\sigma^2)=du/\cosh u$ and $g=\frac12(u+\frac12\sinh2u)$. Move the path up to just below $u=i\pi/2$ and write $u=i\pi/2+y$. Near $y=0$,
\begin{equation}
\cosh u\simeq iy,\qquad g\simeq\frac{i\pi}{4}-\frac{y^3}{3}.
\end{equation}
For large $\lambda$ this region dominates. With $z=y^3$ one has $dy/y=dz/(3z)$, and the path in $z$ comes from $-i\infty$, circles the origin once anticlockwise and returns. The residue theorem gives
\begin{equation}
c\simeq-\frac{e^{-\pi\lambda/4}}{2i}\int\frac{dz}{3z}e^{-i\lambda z/3}
=-\frac{e^{-\pi\lambda/4}}{2i}\,\frac{2\pi i}{3}
=-\frac{\pi}{3}e^{-\pi\lambda/4}.
\end{equation}
Thus $|c|^2\simeq(\pi^2/9)\,T$ in weak fields. The factor belongs to the first-order approximation. The complete solution (\ref{T}) has the factor one, which is used below.

\section{The sum over transverse wavevectors and its use}

\subsection{Results carried over}

An electron feels the force $F$ along $x$ in a crystal with direct gap $E_g$, reduced mass $m_r$ and band velocity $v=\frac12\sqrt{E_g/m_r}$. Its wavevector obeys $dk_x/dt=F$, while $\mathbf k_\perp$ is conserved. On passing $k_x=0$ it changes from the valence to the conduction band with probability
\begin{equation}
T(k_\perp)=\exp\!\left(-\frac{\pi E_\perp^2}{4vF}\right),\qquad
E_\perp^2=E_g^2+4v^2k_\perp^2 .
\label{T2}
\end{equation}
The length of the barrier is $E_\perp/F$. First-order perturbation theory multiplies $T$ by $\pi^2/9$ in weak fields.

\subsection{Two powers of the field}

Take the valence band to be full and the conduction band empty. For one spin state and one $\mathbf k_\perp$, the number of electrons per length in an interval $dk_x$ is $dk_x/2\pi$. The field moves all of them at the rate $F$, so the number that passes $k_x=0$ per length and time is
\begin{equation}
\frac{1}{2\pi}\frac{dk_x}{dt}=\frac{F}{2\pi}.
\label{arrival}
\end{equation}
This is the first power of the field: a stronger force brings electrons to the gap more often.

The number of transverse wavevectors per area is $d^2k_\perp/(2\pi)^2$. With a factor two for spin, the number of pairs generated per volume and time is
\begin{equation}
G=2\,\frac{F}{2\pi}\int\frac{d^2k_\perp}{(2\pi)^2}\,T(k_\perp).
\label{Gsum}
\end{equation}
Because $E_\perp^2$ is linear in $k_\perp^2$, the exponential separates into two factors without approximation,
\begin{equation}
T(k_\perp)=e^{-B/F}\,e^{-\pi vk_\perp^2/F},\qquad
B=\frac{\pi E_g^2}{4v}=\frac{\pi}{2}\sqrt{m_r}\,E_g^{3/2}.
\label{gauss}
\end{equation}
The last form follows from $1/v=2\sqrt{m_r/E_g}$. In polar coordinates the transverse integral is
\begin{equation}
\int\frac{d^2k_\perp}{(2\pi)^2}e^{-\pi vk_\perp^2/F}
=\frac{1}{2\pi}\int_0^\infty k\,e^{-\pi vk^2/F}dk
=\frac{1}{2\pi}\,\frac{F}{2\pi v}=\frac{F}{4\pi^2v}.
\label{trans}
\end{equation}
This is the second power. Transverse motion widens the gap and suppresses tunnelling, but a stronger field tolerates more of it, so the area of transverse wavevector space that takes part grows in proportion to $F$. Multiplication gives
\begin{equation}
G=\frac{F}{\pi}\,\frac{F}{4\pi^2v}\,e^{-B/F}
=A\,F^2e^{-B/F},\qquad
A=\frac{1}{4\pi^3v}=\frac{1}{2\pi^3}\sqrt{\frac{m_r}{E_g}} .
\label{G}
\end{equation}
In SI units, with field strength $\mathcal E$ and elementary charge $e$,
\begin{equation}
G=\frac{e^2\mathcal E^2}{2\pi^3\hbar^2}\sqrt{\frac{m_r}{E_g}}\;
\exp\!\left(-\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar e\mathcal E}\right).
\end{equation}
The ratio $(e\mathcal E/\hbar)^2$ has the unit ${\rm m^{-2}s^{-2}}$ and $\sqrt{m_r/E_g}$ is an inverse velocity, so $G$ has the unit ${\rm m^{-3}s^{-1}}$. The first-order treatment changes $1/(2\pi^3)$ to $1/(18\pi)$ in weak fields and leaves the power of the field unchanged.

\subsection{What the square does and does not say}

The square describes the prefactor. The complete rate varies faster:
\begin{equation}
\frac{d\ln G}{d\ln F}=\frac{d}{d\ln F}\left(2\ln F-\frac BF\right)=2+\frac BF .
\label{slope}
\end{equation}
A plot of $\ln(G/F^2)$ against $1/F$ is a straight line of slope $-B$ in this model.

The power depends on the number of free transverse directions. Each one contributes
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk}{2\pi}e^{-\pi vk^2/F}=\frac{1}{2\pi}\sqrt{\frac Fv},
\end{equation}
which is half a power of $F$. A sheet with one transverse direction has the prefactor $F^{3/2}$, and a single transverse channel has $F$. The bulk formula therefore needs many transverse subbands within the range of energies that the Gaussian admits. In a layer or wire with hard walls it already overstates the rate noticeably when only a few subbands lie in that range.

Unequal band velocities do not alter the power. If $v$ is replaced by $v_x,v_y,v_z$ in the Hamiltonian, the Gaussian exponent becomes $-\pi(v_y^2k_y^2+v_z^2k_z^2)/(v_xF)$. The transverse integral is then $Fv_x/(4\pi^2v_yv_z)$, and $B=\pi E_g^2/(4v_x)$.

Partial filling does matter. If the two states joined by tunnelling have occupations $f_v$ and $f_c$, the net flow is proportional to $f_v(1-f_c)-f_c(1-f_v)=f_v-f_c$. A junction in equilibrium has a built-in field, but $f_v=f_c$ at equal energy and the net current is zero. A simulator that inserts the local field into (\ref{G}) without this factor would generate carriers at zero bias.

\subsection{A layer of finite width}

A uniform field in a layer of width $W$ can produce a pair only if the whole barrier fits inside. For a given $\mathbf k_\perp$, the centre of the barrier can lie anywhere in a length $W-E_\perp/F$. Weighting this length with $T$ gives the current density
\begin{equation}
J=eG\left(W-\frac{\langle E_\perp\rangle}{F}\right),\qquad
\langle E_\perp\rangle=\frac{\int d^2k_\perp\,T E_\perp}{\int d^2k_\perp\,T}.
\label{J}
\end{equation}
Lines with $E_\perp>FW$ should be left out of the average, and (\ref{J}) can be used only when their weight is negligible. The formula also keeps the probability of the unbounded field for barriers that end close to the faces of the layer. It is thus a leading estimate: for the band parameters and field of the example below, the exact two-band transmission between field-free regions gives a current about 8\% larger at $W=25$ nm and about 30\% larger at $W=18$ nm. It gives no current from this process when $FW<E_g$.

\subsection{Example: a thin CdTe layer}

CdTe has a direct gap. Rough typical values are $E_g=1.5$ eV and $0.1$ electron masses for both the electron and the light hole, so that $m_r=0.05$. Let the field be 1 MV/cm, which is a force of 0.1 eV/nm, over a width of 25 nm.

For use in the formulas, the gap is $0.05512$ and the force is $1.9447\times10^{-4}$ in atomic units. The velocity and exponent are
\begin{align}
v&=\tfrac12\sqrt{0.05512/0.05}=0.525,\\
\frac BF&=\frac{\pi}{2}\,\frac{\sqrt{0.05}\,(0.05512)^{3/2}}{1.9447\times10^{-4}}=23.38 .
\end{align}
The probability at $k_\perp=0$ is $e^{-B/F}=7.05\times10^{-11}$. The prefactor $F^2/(4\pi^3v)$, converted from atomic units, is $1.62\times10^{32}\ {\rm cm^{-3}s^{-1}}$. Hence
\begin{equation}
G=1.62\times10^{32}\times7.05\times10^{-11}
=1.14\times10^{22}\ {\rm cm^{-3}s^{-1}},
\end{equation}
or $1.14\times10^{-2}\ \text{\AA}^{-3}{\rm s^{-1}}$. For these band parameters, and where the field is uniform over the length of the barrier, the rate is
\begin{equation}
G=1.62\times10^{32}\left(\frac{\mathcal E}{\rm 1\,MV/cm}\right)^{2}
\exp\!\left(-\frac{\rm 23.38\,MV/cm}{\mathcal E}\right){\rm cm^{-3}s^{-1}} .
\end{equation}
With the bands held fixed, it gives:
\begin{center}
\begin{tabular}{ccc}
Field & Prefactor & $G$\\
(MV/cm) & (cm$^{-3}$s$^{-1}$) & (cm$^{-3}$s$^{-1}$)\\
0.8 & $1.04\times10^{32}$ & $2.12\times10^{19}$\\
1.0 & $1.62\times10^{32}$ & $1.14\times10^{22}$\\
1.2 & $2.33\times10^{32}$ & $8.09\times10^{23}$
\end{tabular}
\end{center}
From 1.0 to 1.2 MV/cm the prefactor grows by $1.2^2=1.44$, while $G$ grows by about 71. The local power (\ref{slope}) at 1 MV/cm is $25.4$, of which the prefactor supplies 2.

The Gaussian falls by a factor $e$ at $k_\perp=\sqrt{F/(\pi v)}=0.205\ {\rm nm^{-1}}$. For a lattice constant of roughly 0.65 nm the zone boundary lies at $2\pi/a=9.7\ {\rm nm^{-1}}$, so extending the transverse integral to infinity is harmless.

Numerical quadrature of the average in (\ref{J}) gives $\langle E_\perp\rangle=1.53$ eV. The barrier thus takes up 15.3 nm, and 9.7 nm of the layer remains for its centre. The current density is
\begin{equation}
J=(1.60\times10^{-19}\,{\rm C})(1.14\times10^{22}\,{\rm cm^{-3}s^{-1}})
(9.7\times10^{-7}\,{\rm cm})\simeq1.8\times10^{-3}\ {\rm A/cm^2}.
\end{equation}
Using the full width would overstate it by a factor of about 2.6.

\subsection{How far the neglected effects move the number}

The exponent is large, so small errors in its ingredients become large errors in $G$. Raising $m_r$ by 10\% at fixed gap and field multiplies $G$ by 0.34. Raising the field by 5\% with the bands fixed multiplies it by 3.4.

The band structure inside the gap matters more. Suppose that the decay constant is parabolic from each edge to midgap, $\kappa=\sqrt{4m_r(E_g/2-|E|)}$, with the same edge masses. The exponent at $k_\perp=0$ becomes
\begin{equation}
\frac4F\int_0^{E_g/2}\!\!\sqrt{4m_r\left(\tfrac{E_g}{2}-E\right)}\,dE
=\frac{4\sqrt2}{3}\,\frac{\sqrt{m_r}\,E_g^{3/2}}{F}=28.1,
\end{equation}
and the exponential factor falls to 0.009 of its former value. Edge masses alone therefore do not fix the rate; a computed $\kappa(E)$ is worth having. The split-off valence band of CdTe, roughly 0.9 eV below the valence edge, is a milder case: in the Kane dispersion with the same $m_r$ it lowers the exponent to about 22.9, which raises the exponential factor by about 1.7.

Heavy holes are left out of the model. In a spherical band model they do not couple to the conduction band at $\mathbf k_\perp=0$, but transverse motion mixes them with the light holes. Their rate therefore cannot be found by inserting a heavier mass into (\ref{G}), and computing it requires a Hamiltonian that contains both hole bands. In a spherical model of this kind, with a heavy-hole mass of 0.6 and no split-off band, heavy holes add about one fifth to the light-hole rate at 1 MV/cm and more than a quarter at 2 MV/cm, so their share does not follow the same field dependence.

Heating narrows the gap. With a rough slope of 0.3 meV/K, 100 K of heating lowers the gap to 1.47 eV. At fixed $v$ and field, $B\propto E_g^2$ and the prefactor is unchanged, so $G$ rises by a factor $\exp[23.38(1-0.98^2)]\simeq2.5$. With the masses held fixed instead of $v$, the factor is 2.0.

Traps open a path in two steps. By (\ref{barrier}), a midgap level divides the exponent into halves. Let each step have the rate $\nu_te^{-B/2F}$ with a rough attempt rate $\nu_t=10^{13}\ {\rm s^{-1}}$. Equal filling and emptying rates keep the trap half occupied, and each trap yields $\frac12\nu_te^{-B/2F}$ pairs per second. The trap density that equals direct tunnelling is
\begin{equation}
N_t=\frac{G}{\frac12\nu_te^{-B/2F}}\simeq3\times10^{14}\ {\rm cm^{-3}} .
\end{equation}
It scales inversely with the assumed attempt rate and also depends on the barrier. For a short-range trap in a parabolic band the attempt rate is about $F/(2\sqrt{m_cE_g})$, or $5\times10^{13}\ {\rm s^{-1}}$ here. With this rate $N_t$ is about $5\times10^{13}\ {\rm cm^{-3}}$ if the two-band exponents are kept, and about $5\times10^{12}\ {\rm cm^{-3}}$ if the parabolic exponents, 14.0 for the trap and 28.1 for direct tunnelling, are used. Above $N_t$, traps dominate the leakage in these estimates.

Two other effects are small here. At a drift speed of roughly $10^7$ cm/s the generated electrons reach a density of about $10^9\ {\rm cm^{-3}}$, against a band-edge density of states of $8\times10^{17}\ {\rm cm^{-3}}$ at 300 K, so they do not fill the conduction band. The potential energy drop is 2.5 eV, and after tunnelling at most 1.0 eV remains for a carrier to gain. That is less than the gap, so impact without further tunnelling cannot create another pair. In a layer wider than $2E_g/F=30$ nm at the same field, energy conservation no longer rules this out.

The chosen field is far above that of an ordinary CdTe solar cell, where a drop of about one volt extends over a length of the order of a micrometre. That corresponds to roughly 0.01 MV/cm, for which $B/F$ exceeds 2000 and direct tunnelling is negligible. The example stands for a thin, strongly biased junction. Real junctions break the assumptions of a uniform field and a trap-free crystal: a 5\% field error already changes $G$ more than threefold, and in the estimates above $5\times10^{12}$ to $3\times10^{14}$ midgap traps per cubic centimetre double the leakage. A field that varies along the barrier matters even more. If it falls linearly from 1 MV/cm to zero over 50 nm, integrating (\ref{G}) with the local field gives about 400 times the current obtained from the barrier integral $2\int\kappa\,dx$ in the actual field; if it falls over 200 nm, the factor is about 3. A simulator should use the barrier integral in such cases. The attraction between the electron and the hole is also left out; simple barrier estimates suggest that it multiplies $G$ by roughly 1.3 to 2.3 for the static dielectric constant of about 10, and by roughly 1.5 to 3 for the high-frequency value of about 7, depending on the band model inside the gap and on how short distances are treated. The computed current is thus an estimate of the direct light-hole contribution under the stated parameters, uncertain by a factor of a hundred if the band structure inside the gap is not known.
